# Why silicon's valence-band edge has a kink at zero biaxial strain

A model film with parameters in the regime of silicon is strained in its plane, and a straight line is fitted to the energy of its valence-band maximum. Over strains from −1.0% to +0.5% the slope is 1.07 eV. Over −0.5% to +1.0% it is 5.87 eV. The levels are free of numerical noise and the material is the same, yet moving the window by half a percent changes the "deformation potential" more than fivefold.

The maximum is the upper of two levels that cross at zero strain. These notes take the hydrostatic shift, the shear shift and the spin-orbit coupling one at a time, weigh them, and then ask what a fitted line returns.

## 1. Setting and conventions

The film lies in the (001) plane with $z$ along its normal. Energies are electron energies, and slopes are per unit strain, so 1 eV means 10 meV per percent. The in-plane strain is $e_{xx}=e_{yy}=e$, positive in tension. The surface is free, so the normal stress vanishes:

$$C_{12}(e_{xx}+e_{yy})+C_{11}e_{zz}=0\quad\Rightarrow\quad e_{zz}=-De,\qquad D=\frac{2C_{12}}{C_{11}} .$$

The trace of the strain is therefore $(2-D)e$.

The example uses rough, rounded values: hydrostatic potential $a=2$ eV, shear potential $b=-2$ eV, spin-orbit splitting $\Delta=40$ meV and $D=0.8$. Strain enters to first order in the Hamiltonian, and the film is thick enough to be treated as bulk. Sections 7 and 8 estimate some of the effects this leaves out.

All energies must share a reference that does not move with strain. In a periodic calculation the zero of the potential is arbitrary for each cell, so levels from different strains have to be aligned first. An alignment error $ce$ adds $c$ to the slopes on both sides of zero. It spoils $a$, but not the difference between the slopes.

## 2. First contribution: the hydrostatic shift

Without spin-orbit coupling, the top of the valence band at the zone centre is a triplet that transforms like $X,Y,Z$. Cubic symmetry allows two constants for normal strains: $X$ moves by $l\,e_{xx}+m(e_{yy}+e_{zz})$, and $Y$, $Z$ move correspondingly. With $a=(l+2m)/3$ and $b=(l-m)/3$, so that $l=a+2b$ and $m=a-b$, the shift of orbital $i$ is

$$E_i=a\,\mathrm{Tr}\,e+b\,(3e_{ii}-\mathrm{Tr}\,e).$$

No shear strain such as $e_{xy}$ is present, so the three orbitals do not mix.

The first term is common to all three:

$$a\,\mathrm{Tr}\,e=a(2-D)e=2\times1.2\,e=(2.4\ \mathrm{eV})\,e .$$

It amounts to $+24$ meV at 1% tension and $-24$ meV at 1% compression. It is a straight line through zero and cannot make a kink.

## 3. Second contribution: the shear shift

The second term separates $Z$ from $X$ and $Y$. For $Z$,

$$3e_{zz}-\mathrm{Tr}\,e=-3De-(2-D)e=-2(1+D)e,$$

and for $X$ or $Y$,

$$3e-(2-D)e=(1+D)e .$$

Define $k=-b(1+D)=2\times1.8=3.6$ eV and $S=ke$. Because $b<0$, $S$ has the sign of $e$. The shifts become

$$E_Z:\ +2S,\qquad E_X=E_Y:\ -S .$$

Their sum is zero, as it must be for a shear term. In tension the single level $Z$ is on top, and in compression the pair $X,Y$. Each level is linear in strain, but the upper one is not:

$$E_{\max}=a(2-D)e+\max(2S,-S).$$

Its slopes are $2.4-3.6=-1.2$ eV on the compressive side and $2.4+7.2=9.6$ eV on the tensile side. A kink is thus present before spin-orbit coupling enters, when the labels "heavy hole" and "light hole" in their usual sense are not yet available. It comes from a degeneracy that strain lifts linearly, with no coupling between the levels that cross. The change of character shows which level has come to the top. It is a sign of the crossing rather than a separate cause.

## 4. Third contribution: spin-orbit coupling

Spin-orbit coupling changes the tensile slope and bends the tensile branch. With the unstrained top at zero energy,

$$H_{so}=\frac{2\Delta}{3}\,\mathbf L\cdot\mathbf S_{\rm spin}-\frac{\Delta}{3},$$

where both angular momenta are in units of $\hbar$. For orbital momentum 1, $\mathbf L\cdot\mathbf S_{\rm spin}$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. The energies are therefore $0$ for the quartet and $-\Delta$ for the split-off pair.

Biaxial strain treats $X$ and $Y$ alike, so $m_j$, the component of total angular momentum along $z$, is conserved. The state $|{+1},\uparrow\rangle$ is alone in the sector $m_j=3/2$. It contains $X$ and $Y$ equally and no $Z$. This is the heavy hole:

$$E_{HH}=a(2-D)e-S .$$

The sector $m_j=1/2$ contains $|Z,\uparrow\rangle$ and $|{+1},\downarrow\rangle$. The diagonal elements of $\mathbf L\cdot\mathbf S_{\rm spin}$ are $0$ and $-1/2$. The off-diagonal element comes from $\tfrac12L_+S_-$ and equals $\tfrac12\sqrt2$. Apart from the hydrostatic shift, the Hamiltonian is

$$\begin{pmatrix}2S-\Delta/3 & \sqrt2\,\Delta/3\\ \sqrt2\,\Delta/3 & -S-2\Delta/3\end{pmatrix}.$$

The sum of the diagonal elements is $S-\Delta$ and their difference is $3S+\Delta/3$. The square of the level separation is

$$R^2=\left(3S+\frac{\Delta}{3}\right)^2+4\cdot\frac{2\Delta^2}{9}=9S^2+2S\Delta+\Delta^2 .$$

The upper root is the light hole and the lower root the split-off level:

$$E_{LH}=a(2-D)e+\tfrac12(S-\Delta+R),\qquad E_{SO}=a(2-D)e+\tfrac12(S-\Delta-R).$$

The sectors with negative $m_j$ give the same energies by time reversal.

**Which level is on top?** The difference is

$$E_{LH}-E_{HH}=\tfrac12\,[R-(\Delta-3S)],\qquad R^2=(\Delta-3S)^2+8S\Delta .$$

For $S>0$, $R$ exceeds $|\Delta-3S|$ and the light hole is higher. For $S<0$, $\Delta-3S$ is positive and larger than $R$, so the heavy hole is higher. Within this model the levels cross once, at zero strain.

**Slopes at zero.** Let $s=S/\Delta$ be small. Then

$$\frac{R}{\Delta}=\sqrt{1+2s+9s^2}\approx1+\tfrac12(2s+9s^2)-\tfrac18(2s)^2=1+s+4s^2,$$

and the light hole moves, relative to the hydrostatic shift, by

$$\tfrac12\Delta\,(s-1+1+s+4s^2)=S+\frac{2S^2}{\Delta}.$$

The two slopes of the maximum at zero are

$$E'(0^-)=a(2-D)-k=-1.2\ \mathrm{eV},\qquad E'(0^+)=a(2-D)+k=6.0\ \mathrm{eV}.$$

Their difference is $2k=7.2$ eV and does not contain $a$.

**Large tension.** For $S\gg\Delta$, $R\approx3S+\Delta/3$, and the light-hole shift tends to $2S-\Delta/3$. The slope returns to the 9.6 eV found without spin-orbit coupling. At 1% tension $S=36$ meV, close to $\Delta$, and the local slope is already 9.36 eV.

**Large compression.** For $S=-|S|$ with $|S|\gg\Delta$, $R\approx3|S|-\Delta/3$, and

$$E_{HH}-E_{LH}\approx\tfrac12\left(\Delta+3|S|-3|S|+\frac{\Delta}{3}\right)=\frac{2\Delta}{3}=26.7\ \mathrm{meV}.$$

Strain has then pushed $Z$ far below, and spin-orbit coupling alone splits the remaining $X,Y$ states. At 1% compression the splitting is $12.00+11.05=23.05$ meV.

## 5. Weighing the three contributions

The shift of the maximum at 1% strain, in meV, divides as follows.

| Part | −1% | +1% |
|---|---:|---:|
| Hydrostatic | −24.0 | +24.0 |
| Shear, linear near zero | +36.0 | +36.0 |
| Bending by spin-orbit mixing | 0 | +25.5 |
| Sum | +12.0 | +85.5 |

The last tensile part is $85.5-24.0-36.0$. The hydrostatic part changes sign with strain and the linear shear part does not, because whichever level rises becomes the maximum. The maximum therefore rises in both directions here. That depends on $k>a(2-D)$; with a larger $a$ it would fall in compression, and the kink would remain.

The bending is as large as the hydrostatic part because $\Delta$ is small. Near zero the extra slope is $4kS/\Delta$. It reaches a tenth of $k$ when $S=\Delta/40=1$ meV, at a tension of about 0.03%. The range near zero in which the tensile slope stays close to its initial value is therefore much narrower than a strain grid of 1%. At larger tension the branch straightens again, with a steeper slope.

**Character and mass.** Let $w$ be the weight of $Z$ in the light-hole state. The derivative of a level equals the expectation value of the derivative of its Hamiltonian, so, apart from the hydrostatic part,

$$\frac{dE_{LH}}{dS}=2w-(1-w)\quad\Rightarrow\quad w=\frac13\left(1+\frac{dE_{LH}}{dS}\right).$$

At $0^+$ the derivative is 1 and $w=2/3$; at 1% tension $w=0.98$. Across zero the $Z$ weight of the top state jumps from 0 to 2/3.

The masses follow from this weight. For a wave vector along a cube axis, an orbital pointing along that axis has inverse mass $\gamma_1+4\gamma_2$, and one perpendicular to it has $\gamma_1-2\gamma_2$, in units of $1/m_0$. The example takes $\gamma_1=4$ and $\gamma_2=0.3$, which gives 5.2 and 3.4. When the kinetic energy is small against the strain splitting, these values are averaged with the orbital weights.

- Heavy hole, half $X$ and half $Y$: inverse mass 3.4 along the normal and $(5.2+3.4)/2=4.3$ along $x$. The masses are 0.29 and 0.23 $m_0$.
- Light hole at +1%: $3.4+1.8w=5.16$ along the normal and $4.3-0.9w=3.42$ along $x$. The masses are 0.19 and 0.29 $m_0$.

The names describe motion along the normal. At the band edge, the top state under 1% compression, where it is called heavy, is lighter along $x$ than the top state under 1% tension. These masses hold only close to the edge. In silicon a third mass parameter, $\gamma_3\approx1.45$, mixes $X$ and $Y$ for motion along [110]. It belongs with silicon's own $\gamma_1\approx4.29$ and $\gamma_2\approx0.34$; with the rounded values of the example, $\gamma_1+\gamma_2-3\gamma_3$ would be negative and one band would bend the wrong way along [110] at large wave vector. Under 1% compression it makes the band clearly heavier in that direction within a few tenths of nm$^{-1}$ of the zone centre.

## 6. What one straight line returns

Let the fitted window be $[-p,q]$, with length $W=p+q$ and midpoint $c=(q-p)/2$. For densely and evenly spaced points the least-squares slope is

$$s_{\rm fit}=\frac{\int(x-c)E\,dx}{\int(x-c)^2dx}=\frac{12}{W^3}\int_{-p}^{q}(x-c)E(x)\,dx .$$

The function $\tfrac12(x+p)(x-q)$ has derivative $x-c$ and vanishes at both ends. $E$ is continuous, so integration by parts leaves no boundary term:

$$s_{\rm fit}=\int_{-p}^{q}\frac{6(x+p)(q-x)}{W^3}\,E'(x)\,dx .$$

The weight is positive and integrates to 1. The fitted slope is an average of local slopes, dominated by the middle of the window. Once the window spans the kink, the average mixes two different levels.

With $u=p/W$, the compressive side receives the weight

$$f=6\int_0^u y(1-y)\,dy=3u^2-2u^3 .$$

First ignore the bending and use the slopes $-1.2$ and $6.0$ eV. For −1.0% to +0.5%, $u=2/3$ and $f=20/27$, so the line has slope $-0.89+1.56=0.67$ eV. For −0.5% to +1.0%, $f=7/27$ and the slope is $-0.31+4.44=4.13$ eV. The kink alone accounts for most of the contrast in the opening. Bending raises the values to 1.07 and 5.87 eV. These hold for a dense grid; four points at steps of 0.5% give 1.54 and 5.56 eV in the same windows.

**Symmetric windows.** Here $f=1/2$, and without bending the slope is the mean of $a(2-D)-k$ and $a(2-D)+k$, which is $a(2-D)=2.4$ eV. With spin-orbit coupling included, and in a symmetric window small enough that $|S|\ll\Delta$ throughout, a line across zero therefore gives the hydrostatic slope. It loses $b$, and it describes neither side of the band edge. Without spin-orbit coupling the rule fails: the slopes are $-1.2$ and $9.6$ eV, and every symmetric window returns their mean, $a(2-D)+k/2=4.2$ eV.

Bending limits even this use. For a window $[-h,h]$ the extra local slope on the tensile side is $4k^2x/\Delta$ to leading order, and

$$\delta s=\frac{6}{8h^3}\cdot\frac{4k^2}{\Delta}\int_0^h x(h^2-x^2)\,dx=\frac{3k^2}{\Delta h^3}\cdot\frac{h^4}{4}=\frac{3k^2h}{4\Delta}.$$

For $h=0.1\%$ this is $0.75\times12.96\times0.001/0.04=0.24$ eV, which predicts 2.64 eV; the fit gives 2.62 eV. For $h=1\%$ the expansion no longer holds, and the fit gives 3.53 eV. Read as $a(2-D)$, that means $a=2.9$ eV, 47% above the input. The line also misses the energy at zero strain by 23 meV.

**One-sided windows.** From −1% to 0 the fit returns the heavy-hole slope, $-1.20$ eV. From 0 to +1% it returns 8.71 eV, which is 45% above the slope at $0^+$. With strain entering only to first order, avoiding the kink is enough for compression but not for tension.

## 7. Recovering both potentials

The remedy is to follow levels by character instead of by rank. The square roots cancel in the sum of the three levels:

$$\bar E=\tfrac13(E_{HH}+E_{LH}+E_{SO})=a(2-D)e-\frac{\Delta}{3}.$$

Subtracting this mean from the heavy hole gives

$$E_{HH}-\bar E=-S+\frac{\Delta}{3}=b(1+D)e+\frac{\Delta}{3}.$$

Both expressions are linear through zero, so a line across zero is legitimate for each. In the example, $\bar E$ is $-40/3=-13.3$ meV at zero strain and $(-12.0+85.5-41.5)/3=10.7$ meV at +1%. The rise of 24 meV gives $a=2.4/1.2=2$ eV. The difference $E_{HH}-\bar E$ falls from 13.3 to $-22.7$ meV, which gives $b=-3.6/1.8=-2$ eV. If spin-orbit coupling is left out of the calculation, the same mean is taken over $Z$ and the pair, with the pair counted twice.

This arithmetic returns what was put in. A second test uses a crystal model in which $a$ and $b$ are not inputs but follow from the bonds. Two atoms per cell carry $p$ orbitals, joined by four tetrahedral bonds. Only the bonding triplet at the zone centre is used. The model has no $s$ orbitals, and along a cube axis one of its lower three bands rises above this triplet, so it tests the zone-centre levels and not the band edge of a whole crystal. The hoppings are 2.5 eV ($\sigma$) and −0.5 eV ($\pi$) at the unstrained bond length and fall as its inverse square. A small uniaxial strain without spin-orbit coupling gives $a=1.333$ eV and $b=-2.667$ eV. With $\Delta=40$ meV and biaxial strain, the formulas then predict slopes of $1.6\mp4.8$ eV, that is $-3.2$ and $6.4$ eV. Diagonalization gives these values. Following levels by character between −0.1% and +0.1% recovers $a$ and $b$ to all the digits quoted. At the zone centre the hopping matrix stays diagonal in $X,Y,Z$ under these strains, so the model has the same structure as Section 4. It checks the two-constant form and the recovery procedure, not the level structure independently.

The crystal model also contains second-order strain terms. At −1% and +1% they shift the upper level of the strained triplet by +0.8 and −1.4 meV relative to the linear-strain formulas. Shifts of that size would change the example's 12.0 meV at −1% by about 6% and its 85.5 meV at +1% by about 2%. The crystal model is not fitted to silicon, so these figures are not a correction to apply. In silicon itself the second-order terms may be larger, of the order of a few meV at 1% strain, which would be a sizeable fraction of the 12.0 meV found at −1%.

## 8. When the kink moves or is rounded

**In-plane anisotropy.** Let $e_{xx}-e_{yy}=\eta$ be held fixed while the average in-plane strain $e$ varies. $X$ and $Y$ then shift by $\pm3b\eta/2$. In the circular states $|{\pm1}\rangle$ this has no diagonal part and couples $|{+1}\rangle$ to $|{-1}\rangle$ with magnitude $3|b|\eta/2$. The heavy hole $|{+1},\uparrow\rangle$ meets $|{-1},\uparrow\rangle$ inside the light-hole state $m_j=-1/2$, where its amplitude is $1/\sqrt3$. The coupling is therefore $\sqrt3|b|\eta/2$. When it and $S$ are both small against $\Delta$, the two levels lie at

$$a(2-D)e\pm\sqrt{S^2+\tfrac34b^2\eta^2}.$$

The upper one is smooth at $S=0$. For $\eta=0.02\%$ the gap is $\sqrt3\times2\ \mathrm{eV}\times0.0002=0.69$ meV. The kink needs levels that are both degenerate and uncoupled; a coupling rounds it, here over a strain of about 0.01%.

**Confinement.** In a film of thickness $L$ with hard walls and no in-plane motion, the ground state has kinetic scale $K=\pi^2\hbar^2/(2m_0L^2)$, or 3.8 meV at 10 nm. It lowers $X,Y$ by $(\gamma_1-2\gamma_2)K$ and $Z$ by $(\gamma_1+4\gamma_2)K$. The separation of $Z$ from $X$ changes from $3S$ to $3S-6\gamma_2K$, so $S$ is replaced by $S-2\gamma_2K$ in the splitting. The crossing moves to

$$e=\frac{2\gamma_2K}{k}=\frac{0.6\times3.8\ \mathrm{meV}}{3.6\ \mathrm{eV}}\approx0.06\% .$$

At zero in-plane wave vector the kink survives, but no longer at zero strain. In-plane motion couples the subbands and may move the film's band edge away from this point, which is not treated here. The displacement grows as $1/L^2$ and would be about 0.25% at 5 nm.

**Temperature.** At 300 K the thermal energy is 25.9 meV. The splitting reaches this value at 0.30% tension. In compression it cannot exceed 26.7 meV in this model, so at the zone centre the lower level stays within about one thermal energy of the edge at any biaxial compression. How the holes divide between the bands also depends on their densities of states, which are not computed here. The kink belongs to the energy of the edge; quantities averaged over the hole population need both bands.

**Beside real silicon.** The values of $b$, $\Delta$, $D$ and the mass parameters are rounded but close to those of silicon. The absolute $a$ is the least certain, because it depends on the alignment of energies, so the individual slopes are less secure than their difference. Tensile strain of the order of 1% is met in silicon grown on relaxed silicon–germanium. Thin channels break the bulk assumption, and the displacement found above is only part of the effect of confinement. Uniaxial stress along [110], also used in transistors, adds a shear strain $e_{xy}$ and a further deformation potential, so the slopes given here do not apply to it. The levels and the dense-grid fits are in the numerical output.

## Table of computed values

```
Input a = 2.00 eV, b = -2.00 eV, Delta = 40.0 meV
Input D = 0.80, Luttinger G1 = 4.00, G2 = 0.30 (no unit)
Hydrostatic slope a(2-D) = 2.400 eV; k = 3.600 eV
VBM slope at 0-: -1.200 eV; at 0+: 6.000 eV
Jump of slope: 7.200 eV
Without spin-orbit: slope 0- -1.200 eV, 0+ 9.600 eV
Levels: strain (%), HH, LH, split-off, VBM (meV)
  -1.0  12.00  -11.05  -112.95  12.00
  -0.5  6.00  -13.27  -68.73  6.00
  -0.1  1.20  -5.30  -43.10  1.20
  +0.0  0.00  0.00  -40.00  0.00
  +0.1  -1.20  6.59  -38.19  6.59
  +0.5  -6.00  39.59  -37.59  39.59
  +1.0  -12.00  85.53  -41.53  85.53
Line fits: window (%), slope (eV), value at 0, worst error (meV)
  -0.1 to +0.1: 2.625, 1.91, 2.06
  -0.5 to +0.5: 3.200, 10.86, 12.73
  -1.0 to +1.0: 3.529, 23.32, 26.92
  -1.0 to +0.5: 1.071, 12.93, 21.30
  -0.5 to +1.0: 5.867, 13.39, 21.95
  +0.0 to +1.0: 8.709, -3.02, 3.02
  -1.0 to +0.0: -1.200, 0.00, 0.00
Local VBM slope at +1%: 9.357 eV
Z weight of LH state at 0: 0.667, at +1%: 0.977
Top-state mass at -1%: normal 0.294, in-plane 0.233 m0
Top-state mass at +1%: normal 0.194, in-plane 0.292 m0
Crystal model hoppings: 2.50, -0.50 eV
Crystal a, b from uniaxial strain: 1.3333, -2.6667 eV
Crystal a, b recovered by character: 1.3333, -2.6667 eV
Crystal VBM slopes at 0-, 0+: -3.200, 6.401 eV
Second-order strain terms in crystal model at -1%, +1%: 0.77, -1.36 meV
Thermal energy at 300 K: 25.85 meV
Tensile strain where LH-HH splitting equals it: 0.300 %
Compressive splitting limit 2 Delta/3: 26.67 meV
Film 10 nm: crossing moves to strain +0.0627 %
Anisotropy eta = 0.020 %: gap at e = 0 is 0.693 meV
```
